# The Interaction-Expansion Green's Function Estimator and Its High-Frequency Noise

An impurity orbital with level \(\varepsilon_d\) and on-site repulsion \(U>0\) is coupled to a bath of non-interacting orbitals at inverse temperature \(\beta\). The bath is the same for both spins and conserves spin. Energies are measured from the chemical potential, and \(\hbar=k_B=1\). With \(n_\sigma=c_\sigma^\dagger c_\sigma\), the interaction is written with an auxiliary label \(s=\pm1\) and a number \(\delta>1/2\):

\[
V=\frac U2\sum_{s=\pm1}\big(n_\uparrow-\alpha_\uparrow(s)\big)\big(n_\downarrow-\alpha_\downarrow(s)\big),\qquad \alpha_{\uparrow,\downarrow}(s)=\tfrac12\pm s\delta .
\]

Since \(\sum_s\alpha_\sigma(s)=1\) and \(\sum_s\alpha_\uparrow\alpha_\downarrow=2(\tfrac14-\delta^2)\), multiplying out gives

\[
V=Un_\uparrow n_\downarrow-\tfrac U2(n_\uparrow+n_\downarrow)+U(\tfrac14-\delta^2).
\]

The Hamiltonian is therefore \(H_0+V\) plus a constant, where \(H_0\) is quadratic and has the impurity level \(\varepsilon_d+U/2\). The constant cancels from all averages. Let \(\langle\cdot\rangle_0\) be the thermal average with \(H_0\), and let

\[
G_0(\tau)=-\langle Tc(\tau)c^\dagger(0)\rangle_0,\qquad G(\tau)=-\langle Tc(\tau)c^\dagger(0)\rangle ,
\]

for one spin. At equal times the argument is read as \(0^-\), so that \(G_0(0^-)=\langle c^\dagger c\rangle_0\).

## (a) What is the weight of a configuration of \(k\) vertices?

**Solution.** Expanding the partition function in powers of \(V\) gives

\[
\frac Z{Z_0}=\sum_{k}\frac{(-U/2)^k}{k!}\sum_{s_1\ldots s_k}\int_0^\beta\! d\tau_1\cdots d\tau_k\prod_\sigma\Big\langle T\prod_{i=1}^k\big(n_\sigma(\tau_i)-\alpha_{\sigma}(s_i)\big)\Big\rangle_0 .
\]

The average factorizes over spin because \(H_0\) does. Fix one spin and write \(\alpha_i\) for its shifts. Inside the time ordering \(c_i^\dagger c_i=-c_ic_i^\dagger\), with the creator kept infinitesimally later. Wick's theorem then gives

\[
\Big\langle T\prod_i c_i^\dagger c_i\Big\rangle_0=(-1)^k\det\langle Tc_ic_j^\dagger\rangle_0=\det G_0(\tau_i-\tau_j),
\]

because the factor \((-1)^k\) changes the sign of each of the \(k\) rows. For \(k=2\) this is \(G_0(0^-)^2-G_0(\tau_1-\tau_2)G_0(\tau_2-\tau_1)\), the disconnected and the exchange contraction.

Multiplying out \(\prod_i(n_i-\alpha_i)\) gives a sum over subsets of vertices: those outside the subset contribute \(-\alpha_i\), and those inside contribute the determinant of their propagators. This is the expansion of a determinant in additions to its diagonal. Hence

\[
\Big\langle T\prod_i(n_i-\alpha_i)\Big\rangle_0=\det D,\qquad D_{ij}=G_0(\tau_i-\tau_j)-\alpha_i\delta_{ij},
\]

and the weight is \(\frac{(-U/2)^k}{k!}\det D_\uparrow\det D_\downarrow\).

## (b) What does one configuration contribute to \(G(\tau-\tau')\)?

**Solution.** The same expansion with \(-c(\tau)c^\dagger(\tau')\) inserted has the numerator

\[
-\Big\langle Tc(\tau)c^\dagger(\tau')\prod_i(n_i-\alpha_i)\Big\rangle_0=\Big\langle Tc^\dagger(\tau')c(\tau)\prod_i(n_i-\alpha_i)\Big\rangle_0 .
\]

This is the average from part (a) with one more pair, whose annihilator sits at \(\tau\) and whose creator sits at \(\tau'\). Annihilators label rows and creators label columns, so \(D\) gains one row and one column:

\[
\det\begin{pmatrix}D&u\\ v&g\end{pmatrix},\quad u_i=G_0(\tau_i-\tau'),\quad v_j=G_0(\tau-\tau_j),\quad g=G_0(\tau-\tau').
\]

Let \(M=D^{-1}\). Direct multiplication confirms the factorization

\[
\begin{pmatrix}D&u\\ v&g\end{pmatrix}=\begin{pmatrix}D&0\\ v&1\end{pmatrix}\begin{pmatrix}1&Mu\\ 0&g-vMu\end{pmatrix}.
\]

Both factors are block triangular, so the determinant is \(\det D\,(g-vMu)\). The determinant of the other spin is unchanged. Dividing by the weight of the configuration leaves

\[
G_C(\tau,\tau')=G_0(\tau-\tau')-\sum_{ij}G_0(\tau-\tau_i)M_{ij}G_0(\tau_j-\tau') .
\]

In matrix notation this is \(G_C=G_0-G_0MG_0\), and \(G=\langle G_C\rangle\), averaged with the weights of part (a). The "vertex matrix" that is inverted is the matrix \(D\) of propagators between vertices; it is not a vertex function. Equivalently, \(-\langle M\rangle\), with its entries placed at the vertex times, is the \(T\)-matrix.

## (c) Transform to Matsubara frequencies and work out one configuration

**Solution.** Let \(\omega=(2n+1)\pi/\beta\). The average \(\langle G_C\rangle\) depends on \(\tau-\tau'\) alone, and its product with \(e^{i\omega(\tau-\tau')}\) is \(\beta\)-periodic, since both factors change sign under a shift by \(\beta\). Thus

\[
G(i\omega)=\int_0^\beta\! d\tau\,e^{i\omega\tau}G(\tau)=\frac1\beta\int_0^\beta\!\!\int_0^\beta\! d\tau\,d\tau'\,e^{i\omega(\tau-\tau')}\langle G_C(\tau,\tau')\rangle .
\]

By the same periodicity the two outer legs can be integrated analytically:

\[
\int_0^\beta\! d\tau\,e^{i\omega\tau}G_0(\tau-\tau_i)=e^{i\omega\tau_i}G_0(i\omega),\qquad
\int_0^\beta\! d\tau'\,e^{-i\omega\tau'}G_0(\tau_j-\tau')=e^{-i\omega\tau_j}G_0(i\omega).
\]

Therefore

\[
G(i\omega)=G_0(i\omega)-\frac{G_0(i\omega)^2}{\beta}\langle S(\omega)\rangle,\qquad S(\omega)=\sum_{ij}M_{ij}e^{i\omega(\tau_i-\tau_j)} .
\]

For an example, take one bath level and an energy unit \(E\): \(U=2E\), \(\varepsilon_d=-0.8E\), bath level \(0.3E\), hybridization \(0.5E\), \(\beta=5/E\), \(\delta=0.6\). The level in \(H_0\) is \(0.2E\), and \(G_0(0^-)=0.43872\).

Place three vertices at \(\tau=0.7,\,1.9,\,3.6\) (in \(1/E\)) with \(s=+,-,+\). The shifts for spin up are \(1.1,\,-0.1,\,1.1\), so the diagonal of \(D\) contains \(0.43872-1.1=-0.66128\) twice and \(0.43872+0.1=0.53872\) once. Numerical inversion gives

\[
M=\begin{pmatrix}-1.83832&0.95462&-0.36895\\-2.28567&3.74212&0.76109\\1.90592&-2.18249&-1.69913\end{pmatrix}.
\]

At \(\omega=3\pi/5=1.88496E\) the phases \(\omega(\tau_j-\tau_i)\) for the pairs 12, 13 and 23 are \(0.72\pi\), \(1.74\pi\) and \(1.02\pi\). The trace of \(M\) is \(0.20467\). Each pair adds \((M_{ij}+M_{ji})\cos\) to the real part and \((M_{ji}-M_{ij})\sin\) to the imaginary part:

\[
\begin{aligned}
\mathrm{Re}\,S&=0.2047+0.8484+1.0521+1.4186=3.5238,\\
\mathrm{Im}\,S&=-2.4967-1.6583+0.1848=-3.9702 .
\end{aligned}
\]

The non-interacting function is

\[
G_0(i\omega)=\Big[i\omega-0.2-\frac{0.25}{i\omega-0.3}\Big]^{-1}=-0.0439-0.4925i ,
\]

in units of \(1/E\), so \(G_0^2=-0.2407+0.0432i\). With \(S/\beta=0.7048-0.7940i\), the configuration contributes \(G_0-G_0^2S/\beta=0.0914-0.7141i\). Numerical quadrature of the time-ordered operator trace over both outer times gives the same value.

In imaginary time, \(G_C(3.0,1.0)=-2.308\), while \(G_0(2.0)=-0.299\). For \(0<\tau<\beta\) the Green's function of an orbital lies between \(-1\) and \(0\), so a single configuration need not look like one. The average does.

## (d) Can \(M\) become so large that the variance is infinite?

**Solution.** The formulas above divide by \(\det D\), so its zeros matter. For this impurity problem, with a bath of finitely many orbitals and \(\delta>1/2\), there are none.

Rotate the bath orbitals so that the one-body matrix becomes tridiagonal, beginning with the impurity. The result is an open chain with the impurity at its end. The signs of the bath orbitals can be chosen so that every hopping element is negative or zero. With the orbitals ordered along the chain, a nearest-neighbour hop carries no fermionic sign, so the off-diagonal elements of \(H_0\) for one spin are non-positive in the occupation basis. Hence \(e^{-xH_0}=\lim_{N\to\infty}(1-xH_0/N)^N\) has non-negative elements.

Inserting occupation states at the vertex times turns \(\det D=\langle T\prod_i(n_i-\alpha_i)\rangle_0\) into an average over sequences \(n_i\in\{0,1\}\) with a genuine probability. For \(\alpha_i=\frac12+\delta\) both values of \(n_i-\alpha_i\) are negative; for \(\alpha_i=\frac12-\delta\) both are positive. In either case the magnitude lies between \(\delta-\frac12\) and \(\delta+\frac12\). All sequences therefore contribute with the same sign, and

\[
(\delta-\tfrac12)^k\le|\det D|\le(\delta+\tfrac12)^k .
\]

Each vertex has one spin with a negative factor, so \(\det D_\uparrow\det D_\downarrow\) has the sign \((-1)^k\). This cancels the sign of \((-U/2)^k\), and all weights are positive.

The elements of \(M\) are cofactors divided by \(\det D\). The diagonal cofactor is the determinant with vertex \(i\) removed. Restoring the vertex multiplies every term by a magnitude of at least \(\delta-\frac12\), so

\[
|M_{ii}|\le\frac1{\delta-\frac12}.
\]

For \(i\ne j\), row \(j\) and column \(i\) are removed. The annihilator at \(\tau_i\) and the creator at \(\tau_j\) are left unpaired, and the cofactor is \(\pm\langle Tc_ic_j^\dagger\prod_{l\ne i,j}(n_l-\alpha_l)\rangle_0\). On the first site of the chain \(c\) and \(c^\dagger\) also have non-negative elements. The magnitude is then at most \((\delta+\frac12)^{k-2}|G_0(\tau_i-\tau_j)|\), and \(|G_0|\le1\), which gives

\[
|M_{ij}|\le\frac{(\delta+\frac12)^{k-2}}{(\delta-\frac12)^k}.
\]

Thus \(\sum_{ij}|M_{ij}|\) grows at most exponentially with \(k\), up to powers of \(k\). The probability of order \(k\) is at most \([\beta U(\delta+\frac12)^2]^k/k!\), because the order-zero weight is 1 and the others are positive. The factorial wins, so every moment of \(\sum_{ij}|M_{ij}|\) is finite. Since \(|S(\omega)|\le\sum_{ij}|M_{ij}|\), the variance of \(S\) is bounded uniformly in \(\omega\).

The condition on \(\delta\) has content. For a single vertex with \(\alpha=G_0(0^-)\), a value between 0 and 1, \(D=0\) and \(M\) does not exist. More generally, suppose \(\det D_\uparrow\) changes sign linearly in a coordinate \(x\) of the vertex times while \(\det D_\downarrow\) and the cofactors stay nonzero. The sampling weight is then proportional to \(|x|\) and \(|M|^2\) to \(1/x^2\), so the second moment contains \(\int dx/|x|\), which diverges. The chain argument also does not cover general clusters of interacting orbitals.

## (e) How does the noise of \(G(i\omega)\) behave at high frequency?

**Solution.** For one sample \(G_0\) is known, so

\[
\mathrm{Var}\,G_C(i\omega)=\frac{|G_0(i\omega)|^4}{\beta^2}\,\mathrm{Var}\,S(\omega),\qquad \mathrm{Var}\,S=\langle|S|^2\rangle-|\langle S\rangle|^2 .
\]

Since \(G_0(i\omega)\to1/(i\omega)\), the prefactor falls as \(\omega^{-4}\). It remains to find the limit of \(\mathrm{Var}\,S\). Write

\[
|S|^2=\sum_{ijlm}M_{ij}M_{lm}\,e^{i\omega(\tau_i-\tau_j-\tau_l+\tau_m)} .
\]

The averages are integrals over the vertex times, and by part (d) they are dominated by a finite integral independent of \(\omega\). By the Riemann–Lebesgue lemma every term whose phase depends on the times vanishes as \(\omega\to\infty\). The phase is identically zero if \(i=j\) and \(l=m\), or if \(i=l\) and \(j=m\). Counting the overlap of the two cases once,

\[
\langle|S|^2\rangle\to\langle(\mathrm{tr}\,M)^2\rangle+\Big\langle\sum_{i\ne j}M_{ij}^2\Big\rangle,\qquad \langle S\rangle\to\langle\mathrm{tr}\,M\rangle,
\]

\[
\mathrm{Var}\,S\to\mathrm{Var}(\mathrm{tr}\,M)+\Big\langle\sum_{i\ne j}M_{ij}^2\Big\rangle .
\]

The last term is positive, because already at \(k=2\) the off-diagonal elements are proportional to \(G_0(\tau_i-\tau_j)\ne0\). The noise of \(S\) thus reaches a nonzero floor, and the one-sample spread of \(G\) falls as \(\omega^{-2}\), neither faster nor slower.

Successive Monte Carlo samples are correlated. Assume a stationary, reversible chain whose non-constant modes have eigenvalues \(\lambda\le1-\gamma\), with \(0<\gamma\le1\), so that \((2-\gamma)/\gamma\ge1\). A mode with \(\lambda\ge0\) contributes to the variance of an \(N\)-sample mean at most \((1+\lambda)/(1-\lambda)\) times its independent-sample value, and a mode with \(\lambda<0\) at most that value itself. Hence

\[
\mathrm{Var}\,\bar S\le\frac{2-\gamma}{\gamma}\,\frac{\mathrm{Var}\,S}{N},
\]

with a factor that does not depend on \(\omega\). The error of the averaged \(G\) therefore also falls at least as fast as \(\omega^{-2}\).

## (f) Which quantities benefit, and which do not?

**Solution.** The function \(G\) itself falls as \(1/\omega\), so its relative error falls as \(1/\omega\). The interaction correction \(G-G_0\) is a different matter. To find its tail, use \(M_{ii}\det D_\uparrow=\det D_\uparrow^{(i)}\), the determinant without vertex \(i\). In \(\langle\mathrm{tr}\,M\rangle\) each of the \(k\) vertices contributes equally, and \(k/k!=1/(k-1)!\). What remains is the full series with one additional factor for spin down:

\[
\langle\mathrm{tr}\,M\rangle=-\frac U2\sum_s\int_0^\beta\! d\tau\,\big\langle n_\downarrow-\alpha_\downarrow(s)\big\rangle=-\beta U\big(\langle n_\downarrow\rangle-\tfrac12\big).
\]

Thus \(G-G_0\to U(\langle n_\downarrow\rangle-\frac12)/(i\omega)^2\). Added to the level \(\varepsilon_d+U/2\) in \(G_0\), this gives the Hartree level \(\varepsilon_d+U\langle n_\downarrow\rangle\), as it should. If \(\langle n_\downarrow\rangle\ne\frac12\), the correction falls with the same power as its noise, so its relative error tends to a nonzero constant at high frequency. At \(\langle n_\downarrow\rangle=\frac12\) this leading term vanishes; the correction then falls faster than its noise, and the relative error grows.

The self-energy relative to \(G_0\) is \(\Sigma=G_0^{-1}-G^{-1}\). For a small error,

\[
\delta\Sigma=\frac{\delta G}{G^2}=-\Big(\frac{G_0}{G}\Big)^2\frac{\delta\bar S}{\beta}\;\to\;-\frac{\delta\bar S}{\beta},
\]

which does not decay. Division by \(G^2\) removes the two factors that suppressed the noise.

To see where the suppression comes from, replace the analytic integration of the legs by random sampling. Draw \(t,t'\) uniformly from \([0,\beta]\) and score

\[
R=\beta\,e^{i\omega(t-t')}G_C(t,t') .
\]

Its mean is \(\beta\cdot\beta^{-2}\int\!\!\int e^{i\omega(t-t')}\langle G_C\rangle=G(i\omega)\), so it is unbiased. But \(|R|^2=\beta^2G_C^2\) contains no frequency, and \(\mathrm{Var}\,R=\beta^2\langle G_C^2\rangle-|G(i\omega)|^2\) tends to a constant. The same configurations and the same \(M\) give flat noise when the outer times are sampled, and noise falling as \(\omega^{-2}\) when they are integrated.

## (g) Sample the series for the model of part (c) and read the numbers

**Solution.** A step proposes, with equal probability, to insert a vertex with random time and label or to remove a randomly chosen one. Let \(r_\sigma\) be the ratio of the new to the old determinant. For an unordered set of vertices the factor \(1/k!\) drops out of the density. Insertion is proposed with density \(1/(2\beta)\) and its reversal with probability \(1/(k+1)\), so detailed balance is met by accepting an insertion with probability

\[
\min\Big[1,\,-\frac{\beta U}{k+1}\,r_\uparrow r_\downarrow\Big],
\]

and a removal from order \(k\) with \(\min[1,-k\,r_\uparrow r_\downarrow/(\beta U)]\).

The run used 500 independent walkers. After 300 warm-up steps each was measured 60 times, 20 steps apart, giving 30,000 samples. Standard errors come from the scatter of the walker means. The reference is exact diagonalization of the same two-site model, with 16 states.

At the lowest frequency the imaginary part of \(G\) is \(-0.698\), with a standard error of \(0.010\) for the complex value; diagonalization gives \(-0.695\) (all in \(1/E\)). At \(n=500\) the magnitude of \(G\) is \(1.59\times10^{-3}\) and the error is \(4.7\times10^{-8}\). Relative to \(|G|\), the error has dropped from 1.5% to 0.003%.

The one-sample spreads (square roots of the variances) are listed below. They are estimates from correlated samples and are uncertain by a few per cent, so the third digit is not significant:

| \(\omega\) (\(E\)) | \(S/\beta\) (\(E\)) | \(G_C\) (\(1/E\)) | \(R\) (\(1/E\)) |
|---|---|---|---|
| 0.628 | 0.66 | \(7.2\times10^{-1}\) | 2.84 |
| 4.40 | 1.37 | \(6.9\times10^{-2}\) | 2.92 |
| 38.3 | 1.47 | \(1.0\times10^{-3}\) | 2.92 |
| 126 | 1.50 | \(9.4\times10^{-5}\) | 2.92 |
| 629 | 1.45 | \(3.7\times10^{-6}\) | 2.92 |

The spread of \(S\) first grows and then levels off. The limit in part (e) can be evaluated from the same samples: \(\mathrm{Var}(\mathrm{tr}\,M)\approx24\) and the off-diagonal part is \(\approx33\), so the floor is \(\sqrt{57}/5=1.51E\). The last three entries of the column lie up to 4% below this. The deficit is sampling scatter: with better statistics the spread at all three frequencies is \(1.51E\), equal to the floor within 0.2%. At the last frequency \(1.45/629^2=3.7\times10^{-6}\), the spread of \(G_C\) in the table. Between the last two rows its effective exponent is \(-2.02\).

Correlation between samples raises the variance of the mean by a factor of 6.1 at the lowest frequency and 4.7 to 5.0 at the others examined. It does not spoil the power law.

The Hartree tail shows the other side. Diagonalization gives \(\langle n_\downarrow\rangle=0.4784\), hence \(\langle\mathrm{tr}\,M\rangle=-10\,(0.4784-0.5)=0.216\). The simulation gives \(0.33\pm0.09\). The error is about 40% of the exact value, although \(G\) itself is very accurate at high frequency: there most of \(G\) is the known \(G_0\).

For the self-energy, the walkers were divided into 50 groups of 600 samples each, and \(\Sigma\) was computed from each group's mean \(G\). Its scatter is \(0.148E\) at \(n=0\), and \(0.127E\), \(0.128E\) and \(0.129E\) at \(n=10\), 100 and 500. Part (f) predicts the last value from the spread of \(S/\beta\) and the correlation factor, 4.9 at that frequency: \(1.45\sqrt{4.9/600}=0.13E\). If \(\langle n_\downarrow\rangle\) is known precisely from another source, the constant limit \(U(\langle n_\downarrow\rangle-\frac12)\) of this self-energy is therefore better computed from it than read from the noisy high-frequency data. A density taken from the same simulation carries statistical noise of its own.
